# Sign changes of relativistic exchange energy and potential in the electron gas, part 1

(Sections cited here and not found follow in the second part.)

## The problem

A uniform, spin-unpolarized gas of electrons at zero temperature has density $n$ and sits in a neutralizing positive background. The electrons obey the free Dirac equation and fill both spin states of positive energy up to the Fermi wave number $k_F=(3\pi^2 n)^{1/3}$. They interact through the electromagnetic field, and the interaction is treated to first order in the fine-structure constant $\alpha$. Hartree atomic units are used, in which $\hbar=m=e=1$ and $c=1/\alpha=137.035999$. The measure of relativity is $\beta=k_F/c$.

The total exchange energy means the sum of Coulomb exchange and the exchange of transverse photons, with retardation kept in full. Let $e_x$ be this energy per volume, $\varepsilon_x=e_x/n$ the energy per electron and $v_x=de_x/dn$ the exchange potential. Two dimensionless factors are defined by
$$\varepsilon_x=-\frac{3k_F}{4\pi}\,\Phi(\beta),\qquad v_x=-\frac{k_F}{\pi}\,S(\beta).$$
The prefactors are the nonrelativistic values, so that $\Phi(0)=S(0)=1$; this comes out of part (b).

(a) Estimate by scaling the values of $\beta$ and $n$ at which $\varepsilon_x$ and $v_x$ could change sign.

(b) Derive $\Phi$ and $S$, and decide how many zeros each has.

(c) Find the zeros numerically and convert them to densities.

(d) Model the K shell of gold as two non-interacting Dirac electrons in the 1s state of a point nucleus with $Z=79$. Find the radii inside which the density exceeds the values from (c).

## A first estimate by scaling

To first order the energy is proportional to $e^2$, which has the dimension of energy times length. An energy per volume is then $e^2k_F^4$ times a function of the dimensionless combinations of $\hbar,m,c,k_F$, and there is only one, $\beta=\hbar k_F/mc$. So $e_x\propto-k_F^4\,\Phi(\beta)$, and any change of sign occurs at a pure number $\beta$.

Two like charges repel through their charge densities, and they attract through parallel currents, with a strength smaller by the product of the two velocities over $c^2$. An exchange term couples the overlap of two orbitals to its own complex conjugate, so the charge part contains a square $|\rho|^2$ and the current part a square $|\mathbf j|^2$, with opposite signs. The magnetic part therefore opposes the Coulomb part, with relative size of order $v_F^2/c^2\approx\beta^2$. This suggests
$$\Phi\approx1-A\beta^2,$$
with $A$ positive and of order one. The Coulomb part contributes to $A$ as well: Dirac spinors of different momenta overlap less than perfectly, which lowers $|\rho|^2$ at the same order in $\beta$. Scaling does not fix $A$.

The potential follows from $\Phi$. Since $e_x\propto\beta^4\Phi$ and $n\propto\beta^3$, $v_x\propto\beta^{-2}\,d(\beta^4\Phi)/d\beta$. Dividing by the value $4\beta$ that this takes for $\Phi=1$ gives
$$S=\frac{1}{4\beta^3}\frac{d}{d\beta}\left(\beta^4\Phi\right)=\Phi+\frac{\beta}{4}\Phi'.$$
With $\Phi'=-2A\beta$ this is $S\approx1-\tfrac32A\beta^2$. Pushing both forms to their zeros gives $\beta_E\approx A^{-1/2}$ for the energy and $\beta_v\approx\sqrt{2/3}\,A^{-1/2}$ for the potential. The potential turns first, and the ratio of densities, $(3/2)^{3/2}=1.84$, does not depend on $A$.

From $k_F=c\beta$ the density is $n=c^3\beta^3/(3\pi^2)$, with $c^3/(3\pi^2)=2.5734\times10^6/29.609=8.69\times10^4$ bohr$^{-3}$. Taking $A=1$,
$$\beta_E\approx1,\quad n_E\approx8.7\times10^4\ \text{bohr}^{-3};\qquad \beta_v\approx0.82,\quad n_v\approx\frac{8.69\times10^4}{1.84}=4.7\times10^4\ \text{bohr}^{-3}.$$

The estimate uses a small-$\beta$ form where $\beta$ is not small. The true Fermi velocity is $c\beta/\sqrt{1+\beta^2}$, which never exceeds $c$, which suggests that the magnetic term does not keep growing as $\beta^2$. For a given $A$ the zeros should then lie higher than the small-$\beta$ form puts them, but scaling alone does not show that they exist.

## The exact solution

### The exchange energy as a double integral

For the derivation, momenta are measured in units of $mc$, energies in $mc^2$ and lengths in $\hbar/mc$. Then $\hbar=m=c=1$, $e^2=\alpha$ (Gaussian convention), and the Fermi momentum is $\beta$. The Dirac Hamiltonian for momentum $\mathbf p$ is $h_{\mathbf p}=\boldsymbol\alpha\cdot\mathbf p+\alpha_m$. The four Hermitian $4\times4$ matrices $\alpha_1,\alpha_2,\alpha_3,\alpha_m$ square to one and anticommute with each other; $\alpha$ without an index remains the fine-structure constant. The cross terms in $h_{\mathbf p}^2$ cancel, so $h_{\mathbf p}^2=p^2+1=E_p^2$. The occupied orbitals in a volume $V$ are $u_{\mathbf p}e^{i\mathbf p\cdot\mathbf r}/\sqrt V$, with $h_{\mathbf p}u_{\mathbf p}=E_pu_{\mathbf p}$, $u^\dagger u=1$, and two spin states for each $\mathbf p$. For a pair of orbitals define
$$\mathbf k=\mathbf p-\mathbf q,\qquad\Delta=E_p-E_q,\qquad\rho=u_{\mathbf p}^\dagger u_{\mathbf q},\qquad\mathbf j=u_{\mathbf p}^\dagger\boldsymbol\alpha\,u_{\mathbf q}.$$

In the Coulomb gauge the interaction consists of the instantaneous repulsion $\alpha/|\mathbf r-\mathbf r'|$ and the coupling $e\,\boldsymbol\alpha\cdot\mathbf A$ of each electron to the transverse photon field
$$\mathbf A(\mathbf r)=\sum_{\mathbf k,\boldsymbol\epsilon}\sqrt{\frac{2\pi}{kV}}\;\boldsymbol\epsilon\left(\hat a_{\mathbf k\boldsymbol\epsilon}e^{i\mathbf k\cdot\mathbf r}+\hat a^\dagger_{\mathbf k\boldsymbol\epsilon}e^{-i\mathbf k\cdot\mathbf r}\right),$$
with two real unit vectors $\boldsymbol\epsilon\perp\mathbf k$ and photon energy $k$. Order $\alpha$ means first order in the repulsion and second order in the photon coupling.

The expectation value of the repulsion in a Slater determinant is half the sum over pairs of direct minus exchange integrals. The direct part is cancelled by the background. The exchange integral of two orbitals is
$$\frac{|\rho|^2}{V^2}\iint d^3r\,d^3r'\,e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}\frac{\alpha}{|\mathbf r-\mathbf r'|}=\frac{4\pi\alpha}{Vk^2}|\rho|^2 ,$$
because the Fourier transform of $1/r$ is $4\pi/k^2$ and the second integration gives $V$. The Coulomb, or longitudinal, exchange energy is
$$E_L=-\frac12\sum\frac{4\pi\alpha}{V}\frac{|\rho|^2}{k^2},$$
summed over all ordered pairs of occupied orbitals, spins included.

For the photon part, the intermediate states contain one photon, and one electron has moved from an occupied orbital to an empty one. For the move $\mathbf p\to\mathbf q$ the spatial integral forces the photon momentum to be $\mathbf k=\mathbf p-\mathbf q$, the squared amplitude is $(2\pi\alpha/kV)\,|\boldsymbol\epsilon\cdot\mathbf j|^2$, and the energy denominator is $E_p-E_q-k=\Delta-k$. With occupations $f=0$ or $1$, the move carries the factor $f_{\mathbf p}(1-f_{\mathbf q})$. A direct photon term would be sourced by the mean current, which is zero for a Fermi sphere.

The negative-energy states are all filled. A move from one of them to a positive-energy state $\mathbf q$ carries the factor $1-f_{\mathbf q}$, and moves into them are forbidden. The energy thus contains terms with no $f$, terms with one $f$, and a term with two. The first kind is the energy of the vacuum. The second kind, which also includes Coulomb exchange between an electron and the negative-energy states, has the form $\sum f_{\mathbf p}\,\delta E_p$, where $\delta E_p$ is the shift that a single electron alone in the vacuum would have. By Lorentz invariance the energy of such an electron is $\sqrt{p^2+m^2}$ with some mass, and $m$ is taken to be the observed one, so this shift is already counted in $E_p$. What remains is the term $-f_{\mathbf p}f_{\mathbf q}$, the loss of the emission channels that the Pauli principle blocks:
$$E_T=-\sum\frac{2\pi\alpha}{kV}\,\frac{\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf j|^2}{\Delta-k}.$$

The denominator does not vanish for $\mathbf p\ne\mathbf q$. The slope $dE/dp=p/E$ is below one, so $|\Delta|<|p-q|\le k$ when $p\neq q$, and $\Delta=0<k$ when $p=q$. The sum over the two polarizations gives $|\mathbf j_T|^2$, the squared part of $\mathbf j$ perpendicular to $\mathbf k$. Interchanging the two orbitals turns $\mathbf j$ into its complex conjugate, $\mathbf k$ into $-\mathbf k$ and $\Delta$ into $-\Delta$, so only the denominator changes, and it may be replaced by the mean of its two forms:
$$\frac12\left[\frac{1}{\Delta-k}+\frac{1}{-\Delta-k}\right]=\frac12\,\frac{-2k}{(k-\Delta)(k+\Delta)}=-\frac{k}{k^2-\Delta^2}.$$
Hence $E_T=+\sum(2\pi\alpha/V)\,|\mathbf j_T|^2/(k^2-\Delta^2)$, which is positive, as the scaling argument supposed. The $\Delta^2$ in the denominator is the retardation. With $\sum_{\mathbf p}\to V\int d^3p/(2\pi)^3$ the two parts combine into
$$e_x=-2\pi\alpha\iint_{p,q<\beta}\frac{d^3p\,d^3q}{(2\pi)^6}\,K,\qquad K=K_L+K_T=\sum_{\rm spins}\left[\frac{|\rho|^2}{k^2}-\frac{|\mathbf j_T|^2}{k^2-\Delta^2}\right].$$

### The kernel

Since $\boldsymbol\alpha\cdot\mathbf k=h_{\mathbf p}-h_{\mathbf q}$, letting $h_{\mathbf p}$ act to the left and $h_{\mathbf q}$ to the right gives
$$\mathbf k\cdot\mathbf j=u_{\mathbf p}^\dagger(h_{\mathbf p}-h_{\mathbf q})u_{\mathbf q}=\Delta\,\rho .$$
This is current conservation. The component of $\mathbf j$ along $\mathbf k$ has squared modulus $\Delta^2|\rho|^2/k^2$, so $|\mathbf j_T|^2=|\mathbf j|^2-\Delta^2|\rho|^2/k^2$. Over the common denominator,
$$\frac{|\rho|^2}{k^2}-\frac{|\mathbf j_T|^2}{k^2-\Delta^2}=\frac{|\rho|^2(1-\Delta^2/k^2)-|\mathbf j|^2+\Delta^2|\rho|^2/k^2}{k^2-\Delta^2}=\frac{|\rho|^2-|\mathbf j|^2}{k^2-\Delta^2}.$$

The spin sums are traces. The sum $\Lambda_{\mathbf p}=\sum_{\rm spin}u_{\mathbf p}u_{\mathbf p}^\dagger$ projects on the positive-energy states, and it equals $(E_p+h_{\mathbf p})/2E_p$, because this matrix is $1$ where $h_{\mathbf p}=E_p$ and $0$ where $h_{\mathbf p}=-E_p$. Two trace rules are needed. For $\mu\ne\nu$, $\alpha_\nu\alpha_\mu\alpha_\nu=-\alpha_\mu$, and the trace of the left side is $\mathrm{Tr}\,\alpha_\mu$ by cyclicity, so each matrix is traceless. Also $\mathrm{Tr}\,\alpha_\mu\alpha_\nu=\tfrac12\mathrm{Tr}(\alpha_\mu\alpha_\nu+\alpha_\nu\alpha_\mu)=4\delta_{\mu\nu}$. Then
$$\sum_{\rm spins}|\rho|^2=\mathrm{Tr}\,\Lambda_{\mathbf p}\Lambda_{\mathbf q}=\frac{4(E_pE_q+\mathbf p\cdot\mathbf q+1)}{4E_pE_q}.$$
For the current, $\sum|\mathbf j|^2=\sum_i\mathrm{Tr}\,\Lambda_{\mathbf p}\alpha_i\Lambda_{\mathbf q}\alpha_i$ with $i=1,2,3$. Here $\sum_i\alpha_i\alpha_i=3$. In $\sum_i\alpha_i\alpha_l\alpha_i$ the term $i=l$ gives $+\alpha_l$ and the other two give $-\alpha_l$ each, a total of $-\alpha_l$. In $\sum_i\alpha_i\alpha_m\alpha_i$ all three terms give $-\alpha_m$. So $\sum_i\alpha_i(E_q+h_{\mathbf q})\alpha_i=3E_q-\boldsymbol\alpha\cdot\mathbf q-3\alpha_m$ and
$$\sum_{\rm spins}|\mathbf j|^2=\frac{3E_pE_q-\mathbf p\cdot\mathbf q-3}{E_pE_q}.$$
With $W=E_pE_q-\mathbf p\cdot\mathbf q$ the difference is
$$\sum_{\rm spins}\left(|\rho|^2-|\mathbf j|^2\right)=\frac{-2E_pE_q+2\,\mathbf p\cdot\mathbf q+4}{E_pE_q}=\frac{4-2W}{E_pE_q}.$$
The denominator depends on $W$ as well. Using $p^2-E_p^2=q^2-E_q^2=-1$,
$$k^2-\Delta^2=p^2+q^2-2\,\mathbf p\cdot\mathbf q-E_p^2-E_q^2+2E_pE_q=2(W-1).$$
Writing $4-2W=-2(W-1)+2$ gives
$$K=\frac{1}{E_pE_q}\left[-1+\frac{1}{W-1}\right].$$
For slow electrons $E\to1$ and $W-1\to k^2/2$, so $K\to2/k^2$, the Coulomb kernel for two spin directions. The quantity $W$ is Lorentz invariant and equals the energy, in units of $mc^2$, of one electron in the rest frame of the other. The kernel is negative for pairs with $W>2$, whose relative speed exceeds $\sqrt3\,c/2$, and such pairs raise the energy.

### The two integrals

Put $\eta=\sqrt{1+\beta^2}$, $s=\operatorname{arsinh}\beta$, so that $\beta=\sinh s$ and $\eta=\cosh s$, and put $D=\beta\eta-s$. With $p=\sinh a$ one has $E_p=\cosh a$ and $dp/E_p=da$.

The term $-1$ in $K$ factorizes. Each factor is
$$\int\frac{d^3p}{(2\pi)^3E_p}=\frac{4\pi}{8\pi^3}\int_0^s\sinh^2a\,da=\frac{1}{2\pi^2}\left[\frac{\sinh2s}{4}-\frac s2\right]=\frac{D}{4\pi^2},$$
where $\sinh^2a=(\cosh2a-1)/2$ and $\sinh2s=2\beta\eta$ were used. The contribution to the energy is
$$e^{(1)}=+2\pi\alpha\,\frac{D^2}{16\pi^4}=\frac{\alpha D^2}{8\pi^3}.$$

In the second term the integrand depends on the directions only through $x=\cos\angle(\mathbf p,\mathbf q)$, so $d^3p\,d^3q\to4\pi p^2dp\;2\pi q^2dq\,dx$. The angular integral is
$$\int_{-1}^1\frac{dx}{E_pE_q-1-pqx}=\frac{1}{pq}\ln\frac{E_pE_q+pq-1}{E_pE_q-pq-1}.$$
With $q=\sinh b$, the addition theorem gives $E_pE_q\pm pq=\cosh(a\pm b)$, and $\cosh z-1=2\sinh^2(z/2)$. The logarithm is therefore $2L$, with
$$L(a,b)=\ln\left|\frac{\sinh\frac{a+b}{2}}{\sinh\frac{a-b}{2}}\right| .$$
The constant in front is $-2\pi\alpha\cdot8\pi^2\cdot2/(64\pi^6)=-\alpha/(2\pi^3)$, and the measure is $\sinh^2a\,\sinh^2b\,da\,db/(\sinh a\sinh b)$, so
$$e^{(2)}=-\frac{\alpha J}{2\pi^3},\qquad J=\int_0^s\!\!\int_0^s\sinh a\,\sinh b\;L\,da\,db=2\int_0^sda\,\sinh a\int_0^adb\,\sinh b\;L(a,b).$$
The last form uses the symmetry of the integrand under $a\leftrightarrow b$.

The inner integral yields to integration by parts. Let $X=(a+b)/2$ and $Y=(a-b)/2$, both positive for $b<a$. Then
$$\frac{\partial L}{\partial b}=\frac12(\coth X+\coth Y)=\frac{\sinh(X+Y)}{2\sinh X\sinh Y}=\frac{\sinh a}{\cosh a-\cosh b},$$
since $2\sinh X\sinh Y=\cosh(X+Y)-\cosh(X-Y)$. As the antiderivative of $\sinh b$ choose $\cosh b-\cosh a$. The boundary term vanishes at $b=0$, where $L=0$, and at $b=a$, where a linear zero multiplies a logarithmic divergence. Therefore
$$\int_0^a\sinh b\;L\,db=-\int_0^a(\cosh b-\cosh a)\,\frac{\sinh a}{\cosh a-\cosh b}\,db=a\sinh a .$$
The outer integral is $J=\int_0^s2a\sinh^2a\,da=\int_0^sa(\cosh2a-1)\,da$. One more integration by parts gives
$$J=\frac{s\sinh2s}{2}-\frac{\cosh2s-1}{4}-\frac{s^2}{2}=s\beta\eta-\frac{\beta^2}{2}-\frac{s^2}{2}.$$
Because $D^2=\beta^2+\beta^4-2s\beta\eta+s^2$, this is $J=(\beta^4-D^2)/2$. The sum of the two terms is
$$e_x=-\frac{\alpha}{4\pi^3}\left(\beta^4-D^2\right)+\frac{\alpha D^2}{8\pi^3}=-\frac{\alpha}{4\pi^3}\left(\beta^4-\frac32D^2\right).$$

The exchange energy density of the gas is now known in closed form, to first order in $\alpha$ and with retardation kept in full. It remains to obtain $\Phi$ and $S$ from it, find their zeros and the corresponding densities, and locate those densities in the K shell of gold.

Numerical values quoted here were computed with a short program.
